# Why a rotor chain conducts heat normally despite conserving angular momentum

**Q.** I was told that a one-dimensional chain that conserves momentum has a thermal conductivity that grows without limit as it gets longer. A chain of coupled rotors conserves total angular momentum, yet its conductivity is said to be finite. What exactly is being compared?

**A.** Take $N$ classical rotors on a ring with angles $q_j$, angular momenta $p_j$ and

$$H=\sum_j\left[\tfrac12p_j^2+V(r_j)\right],\qquad r_j=q_{j+1}-q_j,\qquad V(r)=1-\cos r .$$

The moment of inertia $I$, the coupling $K$, Boltzmann's constant and the lattice spacing are set to one. Time is then in units of $\sqrt{I/K}$, and conductivity in units of $k_B\sqrt{K/I}$ times one spacing. Hamilton's equations give

$$\dot p_j=V'(r_j)-V'(r_{j-1}),\qquad \dot r_j=p_{j+1}-p_j .$$

The first sums to zero around the ring, so $\sum_jp_j$ is conserved. For the energy $e_j=\tfrac12p_j^2+V(r_j)$,

$$\begin{aligned}\dot e_j&=p_j[V'(r_j)-V'(r_{j-1})]+V'(r_j)(p_{j+1}-p_j)\\&=p_{j+1}V'(r_j)-p_jV'(r_{j-1}).\end{aligned}$$

This is inflow minus outflow if the energy current entering site $j$ from the left is $-p_jV'(r_{j-1})$. The momentum current there is $-V'(r_{j-1})$. With $J=-\sum_jp_jV'(r_{j-1})$ and zero total momentum, the Green–Kubo conductivity is

$$\kappa=\lim_{\tau\to\infty}\lim_{N\to\infty}\frac1{NT^2}\int_0^\tau\langle J(t)J(0)\rangle\,dt .$$

"Finite" means that this integral converges. All these equations hold equally for a chain with an unbounded bond potential, so momentum conservation alone cannot separate the two cases.

**Q.** Then what does? The stretch obeys a conservation law in both chains.

**A.** It does, if turns are counted. The difference is whether the stretch carries a restoring force. If the bond energy rises at least linearly at large stretch of either sign, there are equilibrium states with weight $e^{-\beta(V+Pr)}$, where $\beta=1/T$ and $P$ is a pressure that can be varied, at least over some range. The integral of a derivative gives

$$\int(V'+P)e^{-\beta(V+Pr)}dr=-T\left[e^{-\beta(V+Pr)}\right]_{-\infty}^{\infty}=0,$$

so $\langle V'\rangle=-P$. For a rotor, $r$ and $r+2\pi$ are the same configuration, and $e^{-\beta Pr}$ is not single valued unless $P=0$. Then

$$\int_{-\pi}^{\pi}V'e^{-\beta V}dr=-T\left[e^{-\beta V}\right]_{-\pi}^{\pi}=0 .$$

The mean torque vanishes at every temperature, for any periodic $V$, symmetric or not.

**Q.** But if I twist one end of a short rotor chain, surely it pushes back?

**A.** A short one does. Fix the total twist $\Phi$ of $n$ bonds, modulo $2\pi$. One bond has weight $e^{\beta\cos r}=\sum_mI_m(\beta)e^{imr}$, with $I_m$ the modified Bessel functions. Adding independent angles convolves the weights, which multiplies their Fourier coefficients:

$$Z_n(\Phi)\propto\sum_mI_m^n e^{im\Phi},\qquad F=-T\ln Z_n .$$

If each bond has free energy $f(\Phi/n)$, then $F=nf(\Phi/n)$ and the stiffness is $f''=nF''$. The first derivative of $Z_n$ vanishes at $\Phi=0$, so

$$nF''(0)=nT\,\frac{\sum_mm^2I_m^n}{\sum_mI_m^n}\simeq2nT\left(\frac{I_1}{I_0}\right)^n\quad(n\to\infty).$$

Since $I_1<I_0$, this decays exponentially with $n$. At $T=0.8$ it is 0.44, 0.076 and 0.00093 for 4, 8 and 16 bonds.

For a symmetric bond whose energy rises at least linearly, at $P=0$, the total stretch $L$ of many bonds is Gaussian with variance $n\langle r^2\rangle$. Hence $F=TL^2/(2n\langle r^2\rangle)$, and the stiffness tends to $T/\langle r^2\rangle$, which stays finite.

**Q.** What happens physically in the rotor chain to release the twist?

**A.** A bond turns through $r=\pi$ and comes down on the other side: a phase slip. The crossing rate per bond is the mean relative speed times the probability density at $\pi$, because momenta and angles are independent in equilibrium. The relative velocity $p_{j+1}-p_j$ is Gaussian with variance $2T$, so its mean magnitude is $2\sqrt{T/\pi}$. The density at $\pi$ is $e^{-\beta}/[2\pi I_0(\beta)]$. Therefore

$$\nu=\sqrt{\frac T\pi}\,\frac{e^{-1/T}}{\pi I_0(1/T)} .$$

At $T=0.8$ this is 0.0322, or one crossing per bond every 31 time units; a count in simulated rings gave 0.0323. Immediate returns are included, so $\nu$ bounds the rate of lasting slips from above.

**Q.** How does a restoring force lead to a diverging heat current integral?

**A.** Through sound. Let $u$ and $\ell$ be the local mean momentum and stretch. For a symmetric bond, $P=0$ at $\ell=0$ whatever the energy, so to linear order $P=-c^2\ell$ with $c^2=T/\langle r^2\rangle$. On long scales

$$\partial_t\ell=\partial_xu,\qquad\partial_tu=-\partial_xP=c^2\partial_x\ell ,$$

which is a wave equation with speed $c$.

These waves also carry part of $J$. Integration by parts gives $\langle rV'\rangle=T$, so the part of $V'$ proportional to $r$ is $(\langle rV'\rangle/\langle r^2\rangle)r=c^2r$. Thus $J$ contains $-c^2\sum_jp_jr_{j-1}$, or, on long scales, $-c^2A$ with $A=\sum_ku_k^*\ell_k$. In equilibrium $\langle|u_k|^2\rangle=T$ and $\langle|\ell_k|^2\rangle=T/c^2$. Solving the wave equations and adding a damping envelope $g_k(t)$ gives, with $\omega=ck$,

$$\begin{aligned}\langle u_k(t)u_k^*(0)\rangle&=Tg_k\cos\omega t,\\ \langle\ell_k(t)\ell_k^*(0)\rangle&=(T/c^2)g_k\cos\omega t,\\ \langle u_k(t)\ell_k^*(0)\rangle&=\langle\ell_k(t)u_k^*(0)\rangle=i(T/c)g_k\sin\omega t .\end{aligned}$$

Now approximate the four-field average by products of pairs. Because $A$ is real, $A(0)=\sum_qu_q(0)\ell_q^*(0)$. The terms $q=k$ and $q=-k$ contribute

$$\begin{aligned}&\langle u_k^*(t)u_k(0)\rangle\langle\ell_k(t)\ell_k^*(0)\rangle+\langle u_k^*(t)\ell_k(0)\rangle\langle\ell_k(t)u_k^*(0)\rangle\\&\quad=\frac{T^2}{c^2}g_k^2(\cos^2\omega t+\sin^2\omega t)=\frac{T^2}{c^2}g_k^2 .\end{aligned}$$

The plus sign before $\sin^2$ comes from $(-i)(i)=1$. Multiplying by $c^4$ and summing over $k$,

$$\frac{\langle J(t)J(0)\rangle_{\rm sound}}N\simeq T^2c^2\int\frac{dk}{2\pi}\,g_k(t)^2 .$$

The oscillation has gone; the envelope alone controls the decay. If a sound pulse has width $w(t)$, its envelope reaches up to $k\sim1/w$, and the integral scales as $1/w(t)$. A pulse that remains a distinct travelling peak broadens no faster than in proportion to $t$, and even $\int dt/t$ diverges. For diffusive broadening, $g_k=e^{-\Gamma k^2t/2}$, the integral over $k$ is $1/\sqrt{4\pi\Gamma t}$, and the contribution to $\kappa$ up to time $\tau$ grows as $c^2\sqrt{\tau/(\pi\Gamma)}$. Interacting sound can broaden differently, which changes the power but not this argument for divergence.

**Q.** And why does the rotor integral converge? It still has two conserved fields that could combine.

**A.** Without mean torque, uniform flow carries no current. If every rotor turns at mean rate $u$, the mean momentum current is $-\langle V'\rangle=0$ and the mean energy current is $-u\langle V'\rangle=0$. These hold for all $T$ and $u$, so every derivative with respect to the fields vanishes too. No product of fields without a gradient can appear in the hydrodynamic currents. Reversing all angles, $q_j\to-q_j$, leaves this chain unchanged and flips the momentum current but not $T$, so the momentum current has no term in $\partial_xT$. To first order in gradients,

$$j_p=-\eta(T)\,\partial_xu,\qquad j_e=-\kappa(T)\,\partial_xT-\eta(T)\,u\,\partial_xu .$$

The last term arises because replacing $p_j$ by $p_j+u$ adds $u$ times the momentum current to the energy current. To linear order both fields diffuse, with $D_p=\eta$ and $D_e=\kappa/c_v$, where $c_v$ is the heat capacity per site.

The gradient matters for the slow tail. Consider two independent diffusing fields with unit white-noise strength and $s=(D_1+D_2)t$. Their plain product has the total-current correlation

$$\int\frac{dk}{2\pi}e^{-k^2s}=\frac1{\sqrt{4\pi s}} ,$$

whose time integral diverges. A gradient on one field inserts $k^2$, which is the same as applying $-d/ds$:

$$\int\frac{dk}{2\pi}k^2e^{-k^2s}=\frac1{4\sqrt\pi}\,s^{-3/2}.$$

This is integrable at long times. On a lattice with $D_1+D_2=1.5$, going from $t=50$ to 200 reduced the first correlation by a factor 2.00 and the second by 7.98, against 2 and 8 from the formulas.

In the momentum current, the term $\eta'(T)\,\delta T\,\partial_xu$ gives a tail of this power, $t^{-3/2}$; the counting does not fix its sign. The heat current does better. The term $\kappa(T)\partial_xT$ is a total derivative and sums to zero around a ring, as does the constant-$\eta$ part, $\eta\,\partial_x(u^2/2)$. The first survivor, $\eta'(T)\,\delta T\,u\,\partial_xu$, has three fields. A third diffusing field brings another factor $t^{-1/2}$, so power counting gives $t^{-2}$.

This is a self-consistent hydrodynamic argument, not a theorem. It assumes that the motion is chaotic, that there are no further conserved fields, and that local currents relax.

**Q.** Can you show it by changing only the slips?

**A.** Not cleanly, but a related chain with unbounded stretch serves as a control. The replacement $q_j\to q_j+\pi j$ turns $1-\cos r$ into $1+\cos r$ and leaves the physics of an even ring unchanged. I then add a tether:

$$V_{\rm t}(r)=1+\cos r+\tfrac14r^4 .$$

Unlimited stretch now costs unlimited energy. The tether also reshapes the bond strongly: it holds $r$ in a shallow double well around the top of the cosine barrier. At $T=0.8$ a tethered bond is within $\pi/2$ of a cosine minimum only 5% of the time, against 83% for a rotor bond. The comparison is therefore between a periodic bond and an anharmonic unbounded one, not between the same bond with and without slips. It is made at fixed $T=0.8$, with zero total momentum in every ring. The initial stretches are drawn independently for each bond, so every ring keeps its own total stretch, as if it had been closed with a fixed offset in angle.

For this bond $\langle r^2\rangle=0.885$, hence $c^2=0.8/0.885=0.904$ and $c=0.951$. I followed a momentum wave with $k=2\pi\cdot6/256=0.147$. After 22 time units its correlation, relative to the start, was $-0.82$ in the tethered chain. Undamped sound would give $\cos(0.951\times0.147\times22)\approx-1$. The half period gave a speed of 0.973, about 2% above the predicted value. In the rotor chain the same correlation was $+0.69$: the wave was fading without having reversed.

The running Green–Kubo integrals, with one standard error for the last column, were:

| Chain, sites | $\tau=10$ | $\tau=20$ | $\tau=40$ |
|---|---:|---:|---:|
| rotor, 16 | 0.77 | 0.95 | $1.06\pm0.03$ |
| rotor, 256 | 0.83 | 1.00 | $1.07\pm0.06$ |
| tethered, 16 | 2.61 | 3.42 | $3.97\pm0.18$ |
| tethered, 256 | 3.21 | 4.32 | $5.47\pm0.26$ |

At $\tau=40$ the long-to-short ratio is 1.01 for rotors and 1.38 for the tethered chain. The statistical errors of these ratios are about 0.06 and 0.09. A short ring lacks the longest sound waves, which is why its sound contribution is smaller.

**Q.** The rotor value is still creeping up. Is it really converged?

**A.** Not fully by $\tau=40$. From $\tau=20$ to 40 the long rotor ring gains about 8%, and the long tethered ring about 27%. So 1.07 is a value at a stated cutoff, not the infinite-time conductivity. These runs alone prove neither convergence nor divergence; they agree with the hydrodynamic distinction.

Density waves give a second route to the rotor coefficients. The heat capacity is $c_v=\tfrac12+\beta^2(\langle V^2\rangle-\langle V\rangle^2)=0.967$. Between times 5 and 25, the decay of energy waves gave $D_e=0.927$. The running $\kappa$, averaged over the same window and divided by $c_v$, gave 0.932. For momentum the two routes gave 0.77 and 0.89, a difference of 13% relative to the current-based value. Sampling noise and finite wavelength both enter that comparison: with more rings the current-based value falls to about 0.83, and the wave value rises to about 0.82 for longer waves. Both are values for this window only, since the running $\eta$ is still falling, from about 0.9 at $\tau=10$ to about 0.7 at $\tau=40$. The current-based energy value also carries a sampling error of a few percent, so the close agreement for energy is partly chance.

**Q.** Is the tethered chain's slow growth really due to sound?

**A.** Mostly, on this evidence. Between times 12 and 28 its integral grew by $1.37\pm0.11$. Inserting the measured correlations of the 40 longest wavelengths into the pair formula predicts 1.02, or 74% of that growth. Shorter waves have decayed by then and add nothing measurable. The rest is not resolved: the pair approximation may fall short, the part of the current that is nonlinear in the stretch is left out, and both numbers have sampling error. Over the same interval the rotor integral grew by $0.16\pm0.03$.

**Q.** When would a rotor chain fool me in a simulation?

**A.** When it is cold. For small $T$, $I_0(1/T)\simeq e^{1/T}\sqrt{T/(2\pi)}$, so

$$\nu\simeq\frac{\sqrt2}{\pi}e^{-2/T} ,$$

where 2 is the barrier height. At $T=0.1$ the full formula gives $9.2\times10^{-10}$ crossings per bond and unit time.

To estimate how long the elastic force survives, treat slips as independent jumps of $2\pi$ in the total wrapped twist. They increase its variance at a rate $N\nu(2\pi)^2$. Relaxation at rate $\gamma$ removes variance at a rate $2\gamma N\langle r^2\rangle$, and in a cold, nearly harmonic well $\langle r^2\rangle\simeq T$. Balance gives

$$\gamma\sim\frac{2\pi^2\nu}{T}\approx1.8\times10^{-7}\quad\text{at }T=0.1 .$$

The force lasts about $6\times10^6$ time units. With sound speed near 1, that corresponds to millions of sites. This is only a rough scale, since returns and repeated turns of one bond violate the assumption of independence; at $T=0.25$ to $0.35$ simulated rings relax at about half the estimated rate. A much shorter chain, or a much shorter run, can look anomalous although its eventual conductivity is finite.

**Q.** Does unbounded stretch, conversely, guarantee the usual anomalous growth?

**A.** No. A harmonic chain also has unbounded stretch, but its phonons do not scatter, so its heat transport is ballistic. A useful indicator is the linear share of the force variance,

$$\frac{c^4\langle r^2\rangle}{\langle V'^2\rangle}=\frac{c^2T}{\langle V'^2\rangle},$$

which equals one for a harmonic bond. For the tethered bond it is 0.44, so its force is far from linear. This excludes a nearly harmonic chain, but a small share does not by itself prove that sound is damped: the Toda chain, with exponential bond forces, is nonlinear yet integrable, and its transport is ballistic too. The estimate with a broadening sound pulse is meant for nonintegrable chains. Rotors escape it because phase slips remove the long-wavelength restoring force, even though their angular momentum remains conserved. The measured values are collected in the numerical output below.

## Calculated quantities

```
temperature [K/kB]: 0.8
tether coefficient b in b*r^4/4 [K]: 1.0
time step, run length [sqrt(I/K)]: 0.125 150.0
mean force, asymmetric periodic bond [K]: 1.4e-17
mean force, tethered bond at pressure 0.3 [K]: -0.3000
rotor twist stiffness,  4 bonds [K]: 4.429e-01
rotor twist stiffness,  8 bonds [K]: 7.639e-02
rotor twist stiffness, 16 bonds [K]: 9.337e-04
tethered twist stiffness, 64 bonds [K]: 0.8961
tethered mean square stretch [rad^2]: 0.8849
tethered stiffness T/<r^2> [K]: 0.9040
linear share of tethered force variance: 0.443
pair tails at time  50, plain and gradient: 3.260e-02 2.166e-04
pair tails at time 200, plain and gradient: 1.629e-02 2.713e-05
largest relative energy drift: 8.6e-05
crossings of r=pi per bond, counted [sqrt(K/I)]: 0.03226
crossing rate formula at T=0.8 [sqrt(K/I)]: 3.217e-02
crossing rate formula at T=0.4 [sqrt(K/I)]: 2.834e-03
crossing rate formula at T=0.2 [sqrt(K/I)]: 1.987e-05
crossing rate formula at T=0.1 [sqrt(K/I)]: 9.157e-10
kappa rotor 16 at times 10,20,40: 0.769+-0.011, 0.954+-0.018, 1.061+-0.030
kappa rotor 256 at times 10,20,40: 0.828+-0.020, 0.996+-0.035, 1.073+-0.058
kappa tether 16 at times 10,20,40: 2.608+-0.074, 3.423+-0.118, 3.974+-0.184
kappa tether 256 at times 10,20,40: 3.205+-0.083, 4.316+-0.148, 5.466+-0.261
kappa ratio 256/16 sites, rotor and tether: 1.011 1.375
rotor heat capacity per site [kB]: 0.9669
time window for diffusivities [sqrt(I/K)]: 5 25
rotor momentum diffusivity, wave and current: 0.774 0.889
rotor energy diffusivity, wave and current: 0.927 0.932
tether sound speed, theory and waves: 0.9508 0.9729
momentum wave 6 at time 22, rotor and tether: 0.686 -0.820
kappa gained from time 12 to 28, tether: 1.371+-0.112
same gain predicted from sound pairs: 1.015
same gain, rotor: 0.162+-0.027
```
